# Second-layer nucleation on islands with a strong step-edge barrier: verification in Python

```python
# RESULT UNDER TEST: second-layer nucleation rate on an island of radius R,
#   omega = Phi*(Phi*tau)**i / i!   ~   F**(i+1) * R**(3*i+2),
# for low occupancy Phi*tau << 1, if i+1 coexisting adatoms always nucleate.
# F     deposition flux per site (ML/s)      Phi   arrivals on the island (1/s)
# tau   mean residence time, R/(2*kappa)     kappa descent velocity at the edge
# i     largest unstable cluster size        a     site spacing (length unit)
# Gamma hop rate per direction               alpha descent rate per bond / Gamma
# Lattice calculations use a triangular lattice with Gamma = 1 and a = 1.
import math
import numpy as np
import mpmath as mp
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve, eigsh
from scipy.integrate import solve_ivp
from scipy.constants import k as k_boltzmann, e as e_charge

STEPS = [(1, 0), (-1, 0), (0, 1), (0, -1), (1, -1), (-1, 1)]
SITES_PER_AREA = 2 / math.sqrt(3)          # in units of 1/a^2


def hexagon(m):
    return [(q, r) for q in range(-m, m + 1) for r in range(-m, m + 1)
            if abs(q + r) <= m]


def disc(radius):
    m = int(1.2 * radius) + 2
    return [(q, r) for q in range(-m, m + 1) for r in range(-m, m + 1)
            if q * q + q * r + r * r <= radius**2]


def walker(sites, alpha, period=None):
    """Minus the generator of one walker; also outward bonds of each site."""
    index = {s: n for n, s in enumerate(sites)}
    rows, cols = [], []
    outward = np.zeros(len(sites))
    for n, (q, r) in enumerate(sites):
        for dq, dr in STEPS:
            target = (q + dq, r + dr)
            if period:
                target = (target[0] % period, target[1] % period)
            if target in index:
                rows.append(n)
                cols.append(index[target])
            else:
                outward[n] += 1
    size = len(sites)
    hops = sp.csr_matrix((np.ones(len(rows)), (rows, cols)), shape=(size, size))
    return (sp.diags(6 - outward + alpha * outward) - hops).tocsc(), outward


def conjugate_gradient(matrix, rhs):
    x = np.zeros_like(rhs)
    res = rhs.copy()
    direction = res.copy()
    norm = res @ res
    goal = 1e-20 * norm
    for _ in range(5000):
        image = matrix @ direction
        step = norm / (direction @ image)
        x += step * direction
        res -= step * image
        new = res @ res
        if new < goal:
            return x
        direction = res + (new / norm) * direction
        norm = new
    raise AssertionError("linear solver did not converge")


def until_meeting(single, count, source):
    """Solve (sum of single-walker operators) x = source, x = 0 if all meet."""
    size = single.shape[0]
    total = single
    for _ in range(count - 1):
        total = (sp.kron(total, sp.identity(size))
                 + sp.kron(sp.identity(total.shape[0]), single))
    total = total.tocsr()
    free = np.ones(size**count, dtype=bool)
    free[np.arange(size) * sum(size**j for j in range(count))] = False
    free = np.flatnonzero(free)
    x = np.zeros(size**count)
    x[free] = conjugate_gradient(total[free][:, free], source[free])
    return x


def torus_meeting_time(length, count):
    """Mode sum for the mean time until 2 or 3 walkers share a site."""
    g = 2 * np.pi * np.arange(length) / length
    lam = 6 - 2 * (np.cos(g)[:, None] + np.cos(g)[None, :]
                   + np.cos(g[:, None] - g[None, :]))
    if count == 2:
        total = 2 * lam
    else:
        j = np.arange(length)
        back = (-(j[:, None] + j[None, :])) % length
        third = lam[back[:, None, :, None], back[None, :, None, :]]
        total = lam[:, :, None, None] + lam[None, None, :, :] + third
    return float(np.sum(1 / total.ravel()[1:]))


# ---------- example parameters (rough values, Pt on Pt(111) regime) ----------
T, F = 300.0, 0.01
nu0, E_terrace, E_step, E_bond = 1e13, 0.26, 0.20, 0.50
a_nm, R_nm, L_nm = 0.28, 10.0, 30.0
kT = k_boltzmann * T / e_charge
Gamma = nu0 * math.exp(-E_terrace / kT)
alpha = math.exp(-E_step / kT)
Gamma_down = alpha * Gamma
kappa = 6 * Gamma_down / math.pi           # in a/s
D = 1.5 * Gamma                            # in a^2/s
R, L = R_nm / a_nm, L_nm / a_nm


def arrivals(radius, flux=F):
    return math.pi * radius**2 * SITES_PER_AREA * flux


def residence(radius):
    return radius / (2 * kappa)


def omega_law(i, radius, flux=F):
    phi = arrivals(radius, flux)
    return phi * (phi * residence(radius))**i / math.factorial(i)


# ---------- residence time: lattice equations against the formula ----------
def lattice_residence(radius, alpha_value):
    single, _ = walker(disc(radius), alpha_value)
    return float(np.mean(spsolve(single, np.ones(single.shape[0])))), single


tau_lattice, single_example = lattice_residence(R, alpha)
tau_lattice /= Gamma
tau = residence(R)
tau_full = tau + R**2 / (8 * D)
assert abs(tau_lattice / tau_full - 1) < 0.03      # ragged lattice edge
slowest = eigsh(single_example, k=1, sigma=0, which="LM",
                return_eigenvectors=False)[0]
exponential_check = slowest * Gamma * tau_lattice
assert abs(exponential_check - 1) < 0.01
t10, t60 = lattice_residence(10.0, alpha)[0], lattice_residence(60.0, alpha)[0]
tau_exponent = math.log(t60 / t10) / math.log(6)
assert abs(tau_exponent - 1) < 0.03
# weaker barrier, where the diffusion term is a large part of the total
weak = 0.05
mixed_lattice = lattice_residence(30.0, weak)[0]
mixed_formula = 30.0 * math.pi / (12 * weak) + 30.0**2 / 12
assert abs(mixed_lattice / mixed_formula - 1) < 0.03


# ---------- absorbing master equation for the number of adatoms ----------
mp.mp.dps = 50


def passage_time(i, phi, tau_value):
    phi, tau_value = mp.mpf(phi), mp.mpf(tau_value)
    m = mp.zeros(i + 1)
    for n in range(i + 1):
        m[n, n] = phi + n / tau_value
        if n < i:
            m[n, n + 1] = -phi
        if n > 0:
            m[n, n - 1] = -n / tau_value
    return mp.lu_solve(m, mp.ones(i + 1, 1))[0]


exponents = {}
low_flux, factor = 1e-4 * F, 1.001
for i in (1, 2, 3):
    base = passage_time(i, arrivals(R, low_flux), residence(R))
    more_flux = passage_time(i, arrivals(R, factor * low_flux), residence(R))
    larger = passage_time(i, arrivals(factor * R, low_flux),
                          residence(factor * R))
    exponents[i] = (float(mp.log(base / more_flux) / mp.log(factor)),
                    float(mp.log(base / larger) / mp.log(factor)))
    assert abs(exponents[i][0] - (i + 1)) < 1e-4
    assert abs(exponents[i][1] - (3 * i + 2)) < 1e-4
    assert abs(float(1 / base) / omega_law(i, R, low_flux) - 1) < 1e-4
    occupancy = 1e-3                       # first correction in the occupancy
    excess = passage_time(i, occupancy, 1) * occupancy**(i + 1)
    excess = float(excess / math.factorial(i) - 1) / occupancy
    assert abs(excess - (1 + 1 / i)) < 0.01


# ---------- i = 1 from the full two-walker problem, meeting not assumed ------
def pair_rate(m, alpha_value):
    """Rate / (flux per site)^2, island size, tau, meeting probability."""
    single, outward = walker(hexagon(m), alpha_value)
    size = single.shape[0]
    density = spsolve(single, np.ones(size))
    escape = alpha_value * outward
    fail = until_meeting(single, 2, (escape[:, None] + escape[None, :]).ravel())
    rate = float(np.sum(density[:, None] * (1 - fail.reshape(size, size))))
    return rate, size, float(density.mean()), rate / (size * density.sum())


rate4, size4, _, _ = pair_rate(4, 1e-6)
rate8, size8, tau8, _ = pair_rate(8, 1e-6)
pair_exponent = math.log(rate8 / rate4) / math.log(math.sqrt(size8 / size4))
assert abs(pair_exponent - 5) < 0.01
assert abs(rate8 / (size8**2 * tau8) - 1) < 1e-3

# ---------- meeting times on closed islands and on periodic lattices ---------
log_coefficient = math.sqrt(3) / (24 * math.pi)
slope = (torus_meeting_time(128, 2) / 128**2
         - torus_meeting_time(64, 2) / 64**2) / math.log(4)
assert abs(slope / log_coefficient - 1) < 0.01


def closed_pair_time(m):
    single, _ = walker(hexagon(m), 0.0)
    size = single.shape[0]
    return size, float(until_meeting(single, 2, np.ones(size**2)).mean())


small = [closed_pair_time(m) for m in (3, 4, 5, 6)]
design = np.array([[1, 1 / math.sqrt(n)] for n, _ in small])
target = np.array([t / n - log_coefficient * math.log(n) for n, t in small])
fit = np.linalg.lstsq(design, target, rcond=None)[0]


def pair_time(n):
    return n * (log_coefficient * math.log(n) + fit[0] + fit[1] / math.sqrt(n))


size9, time9 = closed_pair_time(9)
assert abs(pair_time(size9) / time9 - 1) < 0.03    # fit used beyond its range
_, _, tau6, meet6 = pair_rate(6, 0.004)
meet6_estimate = 1 / (1 + 2 * small[-1][1] / tau6)
assert abs(meet6 - meet6_estimate) < 0.01

ring, _ = walker([(q, r) for q in range(5) for r in range(5)], 0.0, period=5)
direct3 = float(until_meeting(ring, 3, np.ones(25**3)).mean())
assert abs(direct3 / torus_meeting_time(5, 3) - 1) < 1e-6
triple16, triple32 = torus_meeting_time(16, 3), torus_meeting_time(32, 3)
triple_exponent = math.log(triple32 / triple16) / math.log(4)
assert abs(triple_exponent - 2) < 0.05


# ---------- growing island: fraction that carries a second layer ----------
def critical_radius(i):
    prefactor = omega_law(i, 1.0)
    return ((3 * i + 4) * F * L**2 / (2 * prefactor))**(1 / (3 * i + 4))


def hazard_by_integration(i, end_radius):
    def change(t, p):
        radius = L * math.sqrt(F * t)
        phi, tau_value = arrivals(radius), residence(radius)
        up = phi * p
        down = np.arange(i + 1) * p / tau_value
        dp = -up - down
        dp[1:] += up[:-1]
        dp[:-1] += down[1:]
        return dp
    start = np.zeros(i + 1)
    start[0] = 1
    span = ((0.05 * end_radius / L)**2 / F, (end_radius / L)**2 / F)
    run = solve_ivp(change, span, start, method="Radau", rtol=1e-8, atol=1e-13)
    assert run.success
    return -math.log(run.y[:, -1].sum())


hazards = {}
for i in (1, 2):
    Rc_i = critical_radius(i)
    # the law is the leading term, so its error is of the order of the occupancy
    allowed = 2 * arrivals(Rc_i) * residence(Rc_i) + 0.002
    for part in (0.8, 1.0):
        hazards[i, part] = hazard_by_integration(i, part * Rc_i)
        assert abs(hazards[i, part] / part**(3 * i + 4) - 1) < allowed

# ---------- worked example and neglected effects ----------
Phi = arrivals(R)
nbar = Phi * tau
omega = omega_law(1, R)
sites = math.pi * R**2 * SITES_PER_AREA
t2 = pair_time(sites) / Gamma
meet = 1 / (1 + 2 * t2 / tau)
t3 = triple32 / 32**4 * sites**2 / Gamma
breakup = 6 * Gamma * math.exp(-E_bond / kT)
dimer_loss = (1 - meet) * breakup / ((1 - meet) * breakup + Phi)
hex_sites = hexagon(39)
_, hex_out = walker(hex_sites, alpha)
hex_R = math.sqrt(len(hex_sites) / SITES_PER_AREA / math.pi)
hex_ratio = len(hex_sites) / (Gamma_down * hex_out.sum()) / residence(hex_R)
easy = 1 / (1 + 0.01 * (math.exp(0.1 / kT) - 1))
omega_corrected = omega * meet * (tau_full / tau) / (1 + 2 * nbar)
Rc = critical_radius(1)
assert nbar < 0.05 and kappa * R / (4 * D) < 0.05 and Rc < L

print(f"temperature {T:.0f} K, kT = {kT:.5f} eV, flux F = {F} ML/s")
print(f"terrace barrier {E_terrace} eV, extra step barrier {E_step} eV")
print(f"attempt rate {nu0:.0e} 1/s, dimer bond {E_bond} eV (rough)")
print(f"site spacing {a_nm} nm, island radius R = {R_nm} nm, L = {L_nm} nm")
print(f"R/a = {R:.2f}, sites on island = {sites:.0f}")
print(f"hop rate per direction Gamma = {Gamma:.3e} 1/s")
print(f"descent ratio alpha = {alpha:.3e}, Gamma' = {Gamma_down:.3e} 1/s")
print(f"D = {D * a_nm**2:.3e} nm^2/s, kappa = {kappa * a_nm:.3e} nm/s")
print(f"strong-barrier parameter kappa R/(4D) = {kappa * R / (4 * D):.5f}")
print(f"residence time R/(2 kappa) = {tau:.4e} s")
print(f"residence time with diffusion term = {tau_full:.4e} s")
print(f"residence time from lattice disc = {tau_lattice:.4e} s")
print(f"slowest decay rate times residence time = {exponential_check:.4f}")
print(f"lattice exponent of tau in R (10a to 60a) = {tau_exponent:.4f}")
print(f"tau*Gamma, R=30a, alpha=0.05: lattice {mixed_lattice:.1f}, "
      f"formula {mixed_formula:.1f}")
print(f"arrival rate Phi = {Phi:.3f} 1/s, occupancy = {nbar:.4e}")
print(f"nucleation rate omega (i=1) = {omega:.4f} 1/s")
for r_nm in (5.0, 10.0, 15.0):
    r = r_nm / a_nm
    print(f"  R = {r_nm:4.1f} nm: occupancy {arrivals(r) * residence(r):.3e}, "
          f"omega {omega_law(1, r):.3e} 1/s")
for i in (1, 2, 3):
    print(f"master equation i={i}: exponent of F {exponents[i][0]:.4f}, "
          f"of R {exponents[i][1]:.4f}")
print(f"two-walker lattice exponent of R (i=1) = {pair_exponent:.4f}")
print(f"two-walker rate / (Phi^2 tau) = {rate8 / (size8**2 * tau8):.5f}")
print(f"meeting probability, 127 sites, alpha=0.004: exact {meet6:.4f}, "
      f"estimate {meet6_estimate:.4f}")
print(f"pair time fit / direct value at {size9} sites = "
      f"{pair_time(size9) / time9:.4f}")
print(f"exponent of three-walker meeting time in N = {triple_exponent:.4f}")
print(f"example: pair meeting time = {t2:.3e} s, probability = {meet:.4f}")
print(f"example: three unbound atoms meet in about {t3:.2e} s, "
      f"{t3 / tau:.1f} tau")
print(f"critical radius R_c (i=1) = {Rc * a_nm:.2f} nm")
print(f"coverage at R_c = {(Rc / L)**2:.4f} ML, time = {(Rc / L)**2 / F:.2f} s")
for i in (1, 2):
    print(f"growing island i={i}: -ln(survival) at 0.8 R_c "
          f"{hazards[i, 0.8]:.4f} (law {0.8**(3 * i + 4):.4f}), "
          f"at R_c {hazards[i, 1.0]:.4f}")
print(f"neglected: diffusion term raises tau by {100*(tau_full/tau-1):.2f} %")
print(f"neglected: missed encounters lower omega by {100*(1-meet):.1f} %")
print(f"neglected: finite occupancy lowers omega by "
      f"{100 * (1 - 1 / (1 + 2 * nbar)):.2f} %")
print(f"omega with these three corrections = {omega_corrected:.4f} 1/s")
print(f"neglected: dimer breakup rate {breakup:.2f} 1/s, "
      f"estimated loss {100 * dimer_loss:.1f} %")
print(f"neglected: hexagon/disc residence time ratio = {hex_ratio:.4f}")
print(f"neglected: 1 % of edge bonds easier by 0.1 eV: omega x {easy:.3f}")
print(f"neglected: step barrier 0.03 eV higher: omega x "
      f"{math.exp(0.03 / kT):.2f}")
print("no test failed")
```

Printed output:

```
temperature 300 K, kT = 0.02585 eV, flux F = 0.01 ML/s
terrace barrier 0.26 eV, extra step barrier 0.2 eV
attempt rate 1e+13 1/s, dimer bond 0.5 eV (rough)
site spacing 0.28 nm, island radius R = 10.0 nm, L = 30.0 nm
R/a = 35.71, sites on island = 4627
hop rate per direction Gamma = 4.287e+08 1/s
descent ratio alpha = 4.367e-04, Gamma' = 1.872e+05 1/s
D = 5.042e+07 nm^2/s, kappa = 1.001e+05 nm/s
strong-barrier parameter kappa R/(4D) = 0.00496
residence time R/(2 kappa) = 4.9943e-05 s
residence time with diffusion term = 5.0190e-05 s
residence time from lattice disc = 4.9996e-05 s
slowest decay rate times residence time = 1.0000
lattice exponent of tau in R (10a to 60a) = 0.9933
tau*Gamma, R=30a, alpha=0.05: lattice 228.8, formula 232.1
arrival rate Phi = 46.270 1/s, occupancy = 2.3109e-03
nucleation rate omega (i=1) = 0.1069 1/s
  R =  5.0 nm: occupancy 2.889e-04, omega 3.341e-03 1/s
  R = 10.0 nm: occupancy 2.311e-03, omega 1.069e-01 1/s
  R = 15.0 nm: occupancy 7.799e-03, omega 8.120e-01 1/s
master equation i=1: exponent of F 2.0000, of R 5.0000
master equation i=2: exponent of F 3.0000, of R 8.0000
master equation i=3: exponent of F 4.0000, of R 11.0000
two-walker lattice exponent of R (i=1) = 4.9976
two-walker rate / (Phi^2 tau) = 0.99996
meeting probability, 127 sites, alpha=0.004: exact 0.8943, estimate 0.8954
pair time fit / direct value at 271 sites = 0.9980
exponent of three-walker meeting time in N = 2.0017
example: pair meeting time = 2.921e-06 s, probability = 0.8953
example: three unbound atoms meet in about 3.12e-03 s, 62.5 tau
critical radius R_c (i=1) = 11.67 nm
coverage at R_c = 0.1513 ML, time = 15.13 s
growing island i=1: -ln(survival) at 0.8 R_c 0.2092 (law 0.2097), at R_c 0.9949
growing island i=2: -ln(survival) at 0.8 R_c 0.1057 (law 0.1074), at R_c 0.9691
neglected: diffusion term raises tau by 0.50 %
neglected: missed encounters lower omega by 10.5 %
neglected: finite occupancy lowers omega by 0.46 %
omega with these three corrections = 0.0958 1/s
neglected: dimer breakup rate 10.25 1/s, estimated loss 2.3 %
neglected: hexagon/disc residence time ratio = 1.0501
neglected: 1 % of edge bonds easier by 0.1 eV: omega x 0.681
neglected: step barrier 0.03 eV higher: omega x 3.19
no test failed
```
